\section*{Recovering an inversion-layer potential from its subband counting function, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the triangular well to the inversion formula}

In a simple model of an electron inversion layer on silicon, one group of conduction valleys has its two lowest subband edges at 117.16 and 204.84 meV. Suppose we are given these two energies and the electron mass, and are told that the potential is a straight line beside a hard wall. A short calculation then returns a field of 0.5445 MV/cm and places the bottom of the well at 1.67 meV. The values put into the model were 0.55 MV/cm and zero. The calculation contains the number $3/4$. If it is replaced by 1, the same two energies return 0.600 MV/cm and a bottom at $-32$ meV.

Two things ask for an explanation. Energies have been turned into a slope, that is, into an energy per length, although no length was measured. And the result depends strongly on a fraction of one quantum. The first leads to a formula that recovers any increasing potential, not just a straight one, from the way its states accumulate with energy. The second concerns the link between that smooth accumulation and the discrete levels.

\subsection*{The simple case}

An electron moves along $z>0$, normal to the silicon surface. At $z=0$ an impenetrable wall requires $\psi(0)=0$. Motion parallel to the surface is free and separates off, so the energy $E$ below is the energy of the motion along $z$, which is the bottom of a two-dimensional subband. With $m$ the mass normal to the wall, define
\begin{equation}
k=\frac{\hbar}{\sqrt{2m}},\qquad -k^2\psi''+V(z)\psi=E\psi .
\label{eq:schr}
\end{equation}
The symbol $k$ is a constant here, not a wavenumber. With energies in eV and lengths in nm its unit is $\sqrt{\text{eV}}$ nm, and for $m=0.916\,m_e$ it equals 0.20395.

In the triangular well $V=eFz$, where $F$ is the field and $eF$ the force. For $F=0.55$ MV/cm the force is 0.055 eV/nm. A classical electron of energy $E$ turns back at $z_t=E/(eF)$. Equation \eqref{eq:schr} reads
\[
\psi''=\frac{eF}{k^2}(z-z_t)\psi .
\]
Measure distance from the turning point in units of $\ell=(k^2/eF)^{1/3}$ by setting $\xi=(z-z_t)/\ell$. Then $d^2\psi/d\xi^2=\ell^3(eF/k^2)\,\xi\psi=\xi\psi$, which is Airy's equation. The solution that decays for $\xi\to\infty$ is
\begin{equation}
\mathrm{Ai}(\xi)=\frac1\pi\int_0^\infty\cos\!\left(\frac{t^3}{3}+\xi t\right)dt .
\label{eq:airy}
\end{equation}
It does solve the equation: $\mathrm{Ai}''-\xi\,\mathrm{Ai}$ is $-1/\pi$ times the integral of $(t^2+\xi)\cos(t^3/3+\xi t)$, which is the derivative of $\sin(t^3/3+\xi t)$. The sine vanishes at $t=0$, and its oscillation at large $t$ contributes nothing when the integral is given a weak convergence factor.

The wall demands $\mathrm{Ai}(-x)=0$ with $x=z_t/\ell$. For large $x$ the integral is dominated by the point where its phase $t^3/3-xt$ is stationary, $t=\sqrt x$. There the phase is $-\tfrac23x^{3/2}$ and its second derivative is $2\sqrt x$. With $\tau=t-\sqrt x$,
\begin{align}
\mathrm{Ai}(-x)&\approx\frac1\pi\int_{-\infty}^{\infty}\cos\!\left(-\tfrac23x^{3/2}+\sqrt x\,\tau^2\right)d\tau\nonumber\\
&=\frac{1}{\sqrt\pi\,x^{1/4}}\cos\!\left(\tfrac23x^{3/2}-\tfrac\pi4\right)
=\frac{1}{\sqrt\pi\,x^{1/4}}\sin\!\left(\tfrac23x^{3/2}+\tfrac\pi4\right).
\label{eq:asym}
\end{align}
The second line uses the Fresnel integral $\int e^{ia\tau^2}d\tau=\sqrt{\pi/a}\,e^{i\pi/4}$ with $a=\sqrt x$. The zeros lie where the argument of the sine is $(n+1)\pi$ with $n=0,1,2,\dots$; the multiple zero is excluded because the argument is positive. Hence $\tfrac23x^{3/2}=\pi(n+\tfrac34)$.

In terms of energy, $x=E/(eF\ell)$ and $eF\ell=(k\,eF)^{2/3}$, so that $x^{3/2}=E^{3/2}/(k\,eF)$. The condition becomes
\begin{equation}
N(E_n)\approx n+\tfrac34,\qquad N(E)=\frac{2E^{3/2}}{3\pi k\,eF}.
\label{eq:tri}
\end{equation}
For the numbers above, $N=18.918\,E^{3/2}$ with $E$ in eV. This function has a classical meaning. The momentum at $z$ divided by $\hbar$ is $\sqrt{E-V}/k$, and
\[
\frac1{\pi k}\int_0^{E/eF}\sqrt{E-eFz}\,dz=\frac1{\pi k}\,\frac{2E^{3/2}}{3eF},
\]
which is the same $N$. It is the phase-space area enclosed by the classical orbit, divided by $2\pi\hbar$.

The condition was derived for large $x$, so the ground state is its severest test. Putting the true Airy levels into $N(E)$ gives 0.7587, 1.7540, 2.7525 and 3.7519 for $n=0$ to 3. The excess over $n+\tfrac34$ is 0.009 for the ground state and falls from each level to the next.

\subsection*{A general increasing potential}

Now let $V$ be continuous and strictly increasing, with a finite value $V_0=V(0)$ at the wall. Define
\begin{equation}
N(E)=\frac1{\pi k}\int_0^{z_t(E)}\sqrt{E-V(z)}\,dz,\qquad V(z_t)=E .
\label{eq:N}
\end{equation}
To see that \eqref{eq:tri} survives, write $q(z)=\sqrt{E-V}/k$, so that $\psi''=-q^2\psi$. Try $\psi=q^{-1/2}\exp(i\int q\,dz)$. Its first derivative is $\psi'=(iq-q'/2q)\psi$, and its second is
\begin{align*}
\psi''&=\left[\left(iq-\frac{q'}{2q}\right)^2+iq'-\frac{q''}{2q}+\frac{q'^2}{2q^2}\right]\psi\\
&=\left[-q^2+\frac{3q'^2}{4q^2}-\frac{q''}{2q}\right]\psi .
\end{align*}
The terms $\mp iq'$ have cancelled. The trial function is accurate where the last two terms are small beside $q^2$. In the triangular well, at distance $x\ell$ from the turning point, $q=\sqrt x/\ell$, and the two terms add up to $(3/16+1/8)/(x^2\ell^2)=5/(16x^2\ell^2)$. Their ratio to $q^2$ is $5/(16x^3)$. At the wall, in the ground state, $z_t=117.16/55=2.13$ nm and $\ell=0.911$ nm, so $x=2.34$ and the ratio is 0.024. This is why a large-$x$ argument already works for $n=0$.

Near $z_t$ the approximation fails, because $q\to0$. If $V$ is close to linear over a few lengths $\ell$ around $z_t$, with $\ell$ now set by the local slope, the Airy function covers this region. There $\int_z^{z_t}q\,dz'=\tfrac23x^{3/2}$, and \eqref{eq:asym} fixes the combination of the two trial functions that joins onto the decaying solution:
\begin{equation}
\psi\propto q^{-1/2}\sin\!\left(\int_z^{z_t}q\,dz'+\frac\pi4\right).
\label{eq:wkb}
\end{equation}
At $z=0$ the integral is $\pi N(E)$. The wall condition gives $\pi N+\pi/4=(n+1)\pi$, which is again $N(E_n)\approx n+\tfrac34$. The soft turning point supplies the quarter; the wall supplies none.

\subsection*{The smooth function and the staircase}

The number of levels below $E$ is a staircase, and $N(E)$ is not that staircase. In the approximation above the levels counted are those with $n+\tfrac34<N$, and their number is the integer part of $N+\tfrac14$. The integer part of a number $y$, averaged over a window of unit length centred on $y$, is $y-\tfrac12$. The smoothed staircase is therefore
\begin{equation}
N+\tfrac14-\tfrac12=N-\tfrac14 ,
\label{eq:stair}
\end{equation}
once $N$ exceeds $\tfrac14$, so that the whole window lies where the integer-part rule applies. Energies at which $N=j+\tfrac14$ lie midway between steps on the scale of $N$, and \eqref{eq:stair} predicts $j$ levels below them. Direct diagonalization of the triangular well gives this number for each $j$ from 1 to 6. A phase wrong by half a quantum would put these energies on the steps themselves.

\subsection*{The slope of the counting function}

To find $V$ from $N$ we must undo the integral \eqref{eq:N}. The square root can be written as an integral over energy,
\[
\sqrt{E-V}=\frac12\int_V^E\frac{dE'}{\sqrt{E'-V}} .
\]
Insert this in \eqref{eq:N}. The integration region is $V(z)<E'<E$. All terms are positive, so the order of integration may be exchanged, and at fixed $E'$ the coordinate runs from 0 to $z_t(E')$:
\[
N(E)=\int_{V_0}^{E}dE'\left[\frac1{2\pi k}\int_0^{z_t(E')}\frac{dz}{\sqrt{E'-V(z)}}\right].
\]
Hence $N(V_0)=0$ and
\begin{equation}
N'(E)=\frac1{2\pi k}\int_0^{z_t(E)}\frac{dz}{\sqrt{E-V(z)}} ,
\label{eq:slope}
\end{equation}
at least at almost every energy, which is all that an integral over $N'$ requires. There is no term from the moving endpoint, in agreement with the fact that the integrand of \eqref{eq:N} vanishes there.

Equation \eqref{eq:slope} shows where a length can hide in a list of energies. The classical speed is $v=\sqrt{2(E-V)/m}$, and the time for a round trip between wall and turning point is
\[
T=2\int_0^{z_t}\frac{dz}{v}=\sqrt{2m}\int_0^{z_t}\frac{dz}{\sqrt{E-V}},
\qquad N'=\frac{T}{2\pi\hbar}.
\]
The density of levels is a travel time. The mass converts energy into speed, and speed and time together give distance. What remains is to disentangle the contributions of different depths to one travel time.

\subsection*{Undoing the integral}

Choose an energy $U>V_0$, multiply \eqref{eq:slope} by $1/\sqrt{U-E}$, and integrate over $E$ from $V_0$ to $U$. The region is now $V(z)<E<U$. Exchanging the order again,
\begin{equation}
\int_{V_0}^{U}\frac{N'(E)\,dE}{\sqrt{U-E}}
=\frac1{2\pi k}\int_0^{z(U)}dz\int_{V(z)}^{U}\frac{dE}{\sqrt{(U-E)(E-V(z))}} ,
\label{eq:double}
\end{equation}
where $z(U)$ is the depth at which the potential equals $U$. In the inner integral put $E=V+(U-V)\sin^2\theta$. Then $dE=2(U-V)\sin\theta\cos\theta\,d\theta$, and the square root in the denominator is $(U-V)\sin\theta\cos\theta$. The integral becomes $\int_0^{\pi/2}2\,d\theta=\pi$, whatever the values of $V$ and $U$. The weight $1/\sqrt{U-E}$ was chosen for this: every slice $dz$ with $V(z)<U$ now counts equally. The right side of \eqref{eq:double} is $z(U)/(2k)$, and
\begin{equation}
z(U)=2k\int_{V_0}^{U}\frac{N'(E)}{\sqrt{U-E}}\,dE .
\label{eq:abel}
\end{equation}
This is the Abel inversion. It gives depth as a function of potential, and since $V$ is strictly increasing, reading the curve the other way gives $V(z)$. Two such potentials with the same $N$ have the same $z(U)$ and are identical.

The formula needs $N'$ at all energies between $V_0$ and $U$ and at none above $U$. This is reasonable, because the orbits of energy up to $U$ already cover every depth up to $z(U)$.

\subsection*{The straight line, and a parabola}

Return to the triangular law, with $V_0=0$. Write $N=CE^{3/2}$ with $C=2/(3\pi k\,eF)$, so that $N'=\tfrac32C\sqrt E$. With $E=U\sin^2\theta$,
\[
\int_0^U\frac{\sqrt E\,dE}{\sqrt{U-E}}=2U\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{\pi U}{2},
\]
and \eqref{eq:abel} gives
\begin{equation}
z(U)=2k\cdot\frac32C\cdot\frac{\pi U}2=\frac{3\pi kC}{2}\,U=\frac{U}{eF}.
\label{eq:line}
\end{equation}
The line $V=eFz$ is recovered with its slope. In numbers, $\tfrac32\pi\times0.20395\times18.918=18.18$ nm/eV, so $U=0.2$ eV lies at 3.636 nm.

A parabola gives a limit in which the levels too are known. For $V=gz^2$ the integral \eqref{eq:N} is a quarter of an ellipse, with semi-axes $\sqrt{E/g}$ and $\sqrt E$, so $N=E/(4k\sqrt g)$. Then $N'$ is constant, $\int_0^UdE/\sqrt{U-E}=2\sqrt U$, and \eqref{eq:abel} gives $z=\sqrt{U/g}$, as it should. With $g=m\omega^2/2$ we have $4k\sqrt g=2\hbar\omega$, and the rule $N=n+\tfrac34$ gives $E_n=\hbar\omega(2n+\tfrac32)$. These are the odd levels of the full oscillator, the ones whose wave functions vanish at $z=0$. Here the phase $\tfrac34$ has no error.

\section{From levels back to a potential}

We keep the following from the first half. An electron of mass $m$ is confined between a hard wall at $z=0$ and a continuous, strictly increasing potential $V(z)$ with $V(0)=V_0$. With $k=\hbar/\sqrt{2m}$, its semiclassical counting function and the inverse relation are
\begin{equation}
N(E)=\frac1{\pi k}\int_0^{z_t(E)}\!\!\sqrt{E-V}\,dz,\qquad
z(U)=2k\int_{V_0}^{U}\frac{N'(E)\,dE}{\sqrt{U-E}},
\label{eq:pair}
\end{equation}
where $z_t(E)$ is the turning point and $z(U)$ the depth at which $V=U$. Quantum levels sample $N$ approximately, $N(E_n)\approx n+\tfrac34$. The triangular well $V=eFz$ has $N=2E^{3/2}/(3\pi k\,eF)$. The example has $k=0.20395\ \sqrt{\text{eV}}$ nm and $eF=0.055$ eV/nm.

\subsection*{Which counting laws give which shapes}

Let $N=c(E-V_0)^p$ with $p>0$, and write $u=U-V_0$. Substituting $E=V_0+us$ in \eqref{eq:pair},
\begin{align}
z(U)&=2kcp\,u^{p-1/2}\int_0^1 s^{p-1}(1-s)^{-1/2}ds\nonumber\\
&=2kc\sqrt\pi\,\frac{\Gamma(p+1)}{\Gamma(p+\frac12)}\,u^{p-1/2}.
\label{eq:power}
\end{align}
The integral is the beta function $\Gamma(p)\Gamma(\tfrac12)/\Gamma(p+\tfrac12)$, and $p\,\Gamma(p)=\Gamma(p+1)$. Depth is proportional to $u$ when $p=\tfrac32$ and for no other power. With $\Gamma(\tfrac52)=\tfrac34\sqrt\pi$ and $\Gamma(2)=1$, the coefficient is $\tfrac32\pi kc$, as in \eqref{eq:line}. The statement also holds beyond power laws: a straight potential has the triangular $N$ by direct integration, so no other counting function can lead to a straight line.

The limit $p=\tfrac12$ gives a constant depth $\pi kc$. This is a box: for width $L$ and a flat bottom, $N=L\sqrt{E-V_0}/(\pi k)$, so $\pi kc=L$. The potential jumps at $L$ and is no longer continuous, and the second wall changes the phase of the levels, but the width comes out correctly. For $p<\tfrac12$ the depth would decrease with energy. No potential of the assumed kind has such a counting function. An arbitrary increasing $N$ is thus not admissible; the $z(U)$ obtained from it must start at zero and increase.

\subsection*{What the wall contributes}

Suppose there is no wall, and a single well has turning points $z_-(E)<z_+(E)$. The derivation of \eqref{eq:pair} used just one property of the region $V(z)<U$, its total length. Repeated for this well it gives
\[
z_+(U)-z_-(U)=2k\int_{V_0}^{U}\frac{N'(E)\,dE}{\sqrt{U-E}},
\]
with $V_0$ the minimum of $V$. The width is recovered and its position is not. For example, $V=2eF|z|$ has
\[
N=\frac{2}{\pi k}\int_0^{E/2eF}\!\!\sqrt{E-2eFz}\,dz=\frac2{\pi k}\cdot\frac{2E^{3/2}}{3\cdot2eF},
\]
which is the triangular law of slope $eF$. The hard wall removes the ambiguity by fixing $z_-=0$.

The two wells share $N$ but not their levels. With two soft turning points, the forms $\sin(\int_{z_-}^zq\,dz'+\pi/4)$ and $\sin(\int_z^{z_+}q\,dz'+\pi/4)$, where $q=\sqrt{E-V}/k$, must agree up to a factor at every $z$. Their arguments must then add up to $(n+1)\pi$, so $N\approx n+\tfrac12$. For $V=2eF|z|$ this is less accurate than the rule beside the wall: the two lowest true levels have $N=0.436$ and 1.517. One has to know which kind of edge is present before levels can be turned into values of $N$.

The semiclassical counting function $N(E)$ fixes any continuous, strictly increasing potential beside a hard wall, and the quantum levels sample it approximately at $n+\tfrac34$. It remains to apply this to actual levels, in a straight well and a bent one, and to see what a finite list of levels leaves open and how the example compares with a real inversion layer.
